# The [2]R12 Correction from Reduced Density Matrices: Two Derivations, part 1

(Sections cited here and not found follow in the second part.)

## First half: the result and its derivation from density matrices

Let $|0\rangle$ be any normalized $N$-electron state built in a finite orbital basis, with one- and two-particle density matrices $\gamma$ and $\gamma_2$ and Fock matrix $f$. A $[2]_{\mathrm{R12}}$ correction of the Torheyden–Valeev type for the incompleteness of that basis, in the form derived here, is $E_2=2V+B$ with

$$V=\tfrac18\,\bar R^{pq}_{\kappa\lambda}\,\eta_{\kappa\mu}\eta_{\lambda\nu}\,\bar g^{\mu\nu}_{vw}\,\gamma^{pq}_{vw},$$

$$B=\tfrac14\,\bar R^{pq}_{\kappa\lambda}(\eta f\eta)_{\kappa\mu}\eta_{\lambda\nu}\bar R^{vw}_{\mu\nu}\,\gamma^{pq}_{vw}-\tfrac18\,\bar R^{pq}_{\kappa\lambda}\,\eta_{\kappa\mu}\eta_{\lambda\nu}\bar R^{vw}_{\mu\nu}\,\Phi^{pq}_{vw}.\tag{1}$$

Here $\eta=1-\gamma$ is the hole density on the whole one-particle space, $\bar R$ holds the geminal matrix elements with at least one of $\kappa,\lambda$ outside the orbital basis, and $\Phi$, given in (10), is built from $f$, $\gamma$ and the two-particle cumulant. Equation (1) follows from the Hylleraas functional by two approximations: screening drops every term in which a cumulant carries a particle index of the geminal, and the three-particle cumulant is set to zero in $\Phi$. For a single determinant nothing is dropped, and (1) is the fixed-amplitude geminal energy of MP2-F12 without its coupling to the conventional doubles; it is not the whole MP2-F12 energy.

### Conventions

Atomic units and real orthonormal spin orbitals are used, and repeated indices are summed. The indices $p,q,t,u,v,w,x,y,i,j$ run over the orbital basis (OBS), $A,B,C,D$ over its orthogonal complement (CABS), and $\kappa,\lambda,\mu,\nu,\sigma,\tau$ over both. Creators and annihilators are written $p^\dagger$ and $p$. The Hamiltonian is $H=h_{\kappa\lambda}\kappa^\dagger\lambda+\tfrac14\bar g^{\kappa\lambda}_{\mu\nu}\kappa^\dagger\lambda^\dagger\nu\mu$ with antisymmetrized integrals $\bar g$. The density matrices are $\gamma^p_v=\langle p^\dagger v\rangle$, $\gamma^{pq}_{vw}=\langle p^\dagger q^\dagger wv\rangle$, $\gamma^{pqy}_{vwx}=\langle p^\dagger q^\dagger y^\dagger xwv\rangle$ and so on; they vanish if any index is in the CABS, because $A|0\rangle=0$. The matrix $\gamma^p_v=\gamma_{pv}$ is symmetric. The Fock matrix is $f_{\kappa\lambda}=h_{\kappa\lambda}+\bar g^{\kappa y}_{\lambda w}\gamma_{yw}$, $F=f_{\kappa\lambda}\kappa^\dagger\lambda$, and $E_0=\langle F\rangle=f_{tu}\gamma_{tu}$. The OBS–OBS part of $F$ is $F_o$. The antisymmetrizer is $\mathcal A[T^{pq}_{vw}]=T^{pq}_{vw}-T^{qp}_{vw}-T^{pq}_{wv}+T^{qp}_{wv}$.

Cumulants $\lambda_n$ are defined by writing $\gamma_n$ as the sum over all ways of dividing its upper and lower indices into blocks with equal numbers of each. A block of size one contributes $\gamma$, a block of size $k\ge2$ contributes $\lambda_k$, and the sign is the product of the parities of the permutations that bring the upper and the lower indices into block order. Thus $\gamma^{pq}_{vw}=\gamma^p_v\gamma^q_w-\gamma^p_w\gamma^q_v+\lambda^{pq}_{vw}$. Sorting the terms by the block that contains one chosen index gives a recursion: $\gamma_n$ is the sum over that block times the complete density matrix of the remaining indices.

A cumulant vanishes if one index belongs to an empty or to a fully occupied orbital. For an empty orbital every $\gamma_n$ with that index is zero, and the recursion about it gives $\lambda_n=0$ by induction on $n$. For a full orbital $c$, $\langle0|c=0$. Anticommuting $c$ to the left through the creators leaves the terms $\pm\delta_{cu}\gamma_{n-1}$, which are the size-one terms of the recursion about $c$ since $\gamma^u_c=\delta_{uc}$. The larger blocks therefore sum to zero, and induction again gives $\lambda_n=0$.

### The functional and the geminal

The state $|0\rangle$ is in general not an eigenstate of $F$. With $P_0=|0\rangle\langle0|$, choose $H_0=E_0P_0+(1-P_0)F(1-P_0)$ and $H_1=H-H_0$. For $|1\rangle$ orthogonal to $|0\rangle$ the Hylleraas functional is $2\langle1|H_1|0\rangle+\langle1|H_0-E_0|1\rangle$; its variation with respect to $|1\rangle$ gives the first-order equation $(H_0-E_0)|1\rangle=-(1-P_0)H_1|0\rangle$, and its stationary value is the second-order energy. Orthogonality gives $\langle1|H_0|0\rangle=0$ and $\langle 1|H_0|1\rangle=\langle1|F|1\rangle$, so

$$E_2=2V+B,\qquad V=\langle1|H|0\rangle,\qquad B=\langle1|F-E_0|1\rangle.\tag{2}$$

The stationary point is a minimum if $F-E_0$ is positive on the space considered; otherwise (2) bounds nothing.

The trial state is fixed by the electron–electron cusp. The relative motion of two electrons has reduced mass $\tfrac12$ and the operator $-\nabla^2+1/r$. On $r^mY_{lm'}$ the kinetic term gives $-[m(m+1)-l(l+1)]r^{m-2}$. For $r^l(1+c_lr)$ the term $m=l$ gives zero and the term $m=l+1$ gives $-c_l(2l+2)r^{l-1}$, which must cancel the $r^{l-1}$ from the Coulomb term, since all other terms are of order $r^l$. Hence $c_l=1/(2l+2)$. A singlet pair is spatially symmetric and contains even $l$, a triplet pair odd $l$. The lowest allowed waves, $l=0$ and $l=1$, give the amplitudes $\tfrac12$ and $\tfrac14$, which are used for all pairs. A singlet pair function that vanishes at coalescence starts at $l=2$, where $c_2=\tfrac16$; this case is not treated separately. With a correlation factor of unit slope, $f_{12}=-e^{-\zeta r_{12}}/\zeta$, the geminal operator is $\hat R=f_{12}(\tfrac12P_S+\tfrac14P_T)$, and $R^{pq}_{\kappa\lambda}$ are its elements between normalized antisymmetric pair states. They are antisymmetric in $pq$ and in $\kappa\lambda$; nothing else about them is used below.

The OBS–OBS block $R^{pq}_{xy}$ is left out, because excitations inside the OBS are the business of the method that produced $|0\rangle$. This also removes the constant $-1/\zeta$ of $f_{12}$, which maps the pair $pq$ onto itself and onto the pair with the two spins exchanged, both inside the OBS when it has the same spatial orbitals for the two spins. The two mixed blocks are equal by antisymmetry and combine to a factor $\tfrac12$:

$$|1\rangle=\tfrac14R^{pq}_{AB}A^\dagger B^\dagger qp|0\rangle+A^\dagger|\phi_A\rangle,\qquad|\phi_A\rangle=\tfrac12R^{pq}_{Ax}\,[x^\dagger qp]|0\rangle.\tag{3}$$

Every term has a CABS creator, so $\langle0|1\rangle=0$. The bare product $x^\dagger qp$ contains disguised single excitations: on a determinant with $x=q$ occupied it reduces to $p$. The bracket removes them. In this half it is the projection $[x^\dagger qp]|0\rangle=Q\,x^\dagger qp|0\rangle$ (ansatz P), with

$$Q=1-i|0\rangle(\gamma^{-1})_{ij}\langle0|j^\dagger .$$

The overlap matrix of the states $i|0\rangle$ is $\gamma$, so with the pseudo-inverse $\gamma^{-1}$ the operator $Q$ projects onto their orthogonal complement.

### Eliminating the CABS operators

States in the OBS Fock space are a vacuum for the CABS, so $\langle AC^\dagger\rangle=\delta_{AC}$ and $\langle BAC^\dagger D^\dagger\rangle=\delta_{AC}\delta_{BD}-\delta_{AD}\delta_{BC}$, which gives a factor 2 between antisymmetric tensors. The parts of $H|0\rangle$ with two and one CABS creators are $\tfrac14\bar g^{CD}_{vw}C^\dagger D^\dagger wv|0\rangle$ and $C^\dagger(h_{Cv}v+\tfrac12\bar g^{Cy}_{vw}y^\dagger wv)|0\rangle$. The term $h_{Cv}v|0\rangle$ is annihilated by $Q$. With factors $\tfrac14\cdot\tfrac14\cdot2$ and $\tfrac12\cdot\tfrac12$,

$$V=\tfrac18R^{pq}_{AB}\bar g^{AB}_{vw}\gamma^{pq}_{vw}+\tfrac14R^{pq}_{Ax}\bar g^{Ay}_{vw}M^{pqx}_{vwy},\qquad M^{pqx}_{vwy}=\langle p^\dagger q^\dagger x\,Q\,y^\dagger wv\rangle.\tag{4}$$

In $B$ the Fock operator splits into CABS, OBS and mixed blocks. Between the two $AB$ components the CABS block acts on either creator of the pair, which with the factor 2 gives $\tfrac1{16}\cdot4$. The OBS block commutes with $A^\dagger B^\dagger$ and gives $\tfrac18R_{AB}R_{AB}\langle p^\dagger q^\dagger(F_o-E_0)wv\rangle$, which defines

$$\Phi^{\rm ex}{}^{pq}_{vw}=-\langle p^\dagger q^\dagger(F_o-E_0)wv\rangle .$$

The mixed block $f_{Bx}B^\dagger x$ turns $A^\dagger|\phi_A\rangle$ into $f_{Bx}B^\dagger xA^\dagger|\phi_A\rangle=f_{Bx}A^\dagger B^\dagger x|\phi_A\rangle$; the two sign changes, from passing $A^\dagger$ through $x$ and through $B^\dagger$, cancel. Its overlap with the $AB$ component is $\tfrac14\cdot2\,R^{pq}_{AB}f_{Bx}\langle0|p^\dagger q^\dagger x|\phi_A\rangle=\tfrac14R^{pq}_{AB}f_{Bx}R^{vw}_{Ay}M^{pqx}_{vwy}$, and it occurs twice, once as the transpose. Between the two mixed components the CABS block gives $f_{AC}\langle\phi_A|\phi_C\rangle$, which contains $M$ because $Q^2=Q$. Altogether

$$B=\tfrac14R^{pq}_{AB}f_{AC}R^{vw}_{CB}\gamma^{pq}_{vw}-\tfrac18R^{pq}_{AB}R^{vw}_{AB}\Phi^{\rm ex}{}^{pq}_{vw}+\tfrac12R^{pq}_{AB}f_{Bx}R^{vw}_{Ay}M^{pqx}_{vwy}+\tfrac14f_{AC}R^{pq}_{Ax}R^{vw}_{Cy}M^{pqx}_{vwy}+\tfrac14R^{pq}_{Ax}R^{vw}_{Ay}N^{pqx}_{vwy},\tag{5}$$

$$N^{pqx}_{vwy}=\langle p^\dagger q^\dagger x\,Q(F_o-E_0)Q\,y^\dagger wv\rangle .$$

Equations (4) and (5) involve no approximation. $M$ and $\Phi^{\rm ex}$ need $\gamma_3$, and $N$ needs $\gamma_4$.

### The overlap tensor

With $xy^\dagger=\delta_{xy}-y^\dagger x$ and the definition of $Q$,

$$M^{pqx}_{vwy}=\delta_{xy}\gamma^{pq}_{vw}-\gamma^{pqy}_{vwx}-\gamma^{pq}_{ix}(\gamma^{-1})_{ij}\gamma^{jy}_{vw}.\tag{6}$$

The expansion of $\gamma_3$ has six $\gamma\gamma\gamma$ terms, nine $\gamma\lambda_2$ terms and $\lambda_3$. The three terms with the block $\gamma^y_x$ add up to $\gamma^y_x\gamma^{pq}_{vw}$. The others are grouped as

$$\gamma^{pqy}_{vwx}=\gamma^y_x\gamma^{pq}_{vw}+a+b+c+\mathcal A[\gamma^p_v\lambda^{qy}_{wx}]+\lambda^{pqy}_{vwx},\tag{7}$$

$$a=\gamma^p_x(\gamma^q_v\gamma^y_w-\gamma^q_w\gamma^y_v)-\gamma^q_x(\gamma^p_v\gamma^y_w-\gamma^p_w\gamma^y_v),$$

$$b=\gamma^p_x\lambda^{qy}_{vw}-\gamma^q_x\lambda^{py}_{vw},\qquad c=\gamma^y_v\lambda^{pq}_{wx}-\gamma^y_w\lambda^{pq}_{vx}.$$

The signs follow from the rule: the first term of $b$ has the lower order $(x,v,w)$, a cyclic and hence even permutation of $(v,w,x)$; the first term of $c$ has the upper order $(y,p,q)$, also cyclic; the first term of $a$ has the lower order $(x,v,w)$; each partner differs by one transposition.

The projection term is the product $(\gamma^p_i\gamma^q_x-\gamma^p_x\gamma^q_i+\lambda^{pq}_{ix})(\gamma^{-1})_{ij}(\gamma^j_v\gamma^y_w-\gamma^j_w\gamma^y_v+\lambda^{jy}_{vw})$. In it $\gamma\gamma^{-1}\gamma=\gamma$, and $\gamma\gamma^{-1}$, the projector on natural orbitals of nonzero occupation, acts as the identity on an index of $\lambda_2$, since cumulants vanish on empty orbitals. The $\gamma\gamma\times\gamma\gamma$ part is $\gamma^q_x(\gamma^p_v\gamma^y_w-\gamma^p_w\gamma^y_v)-\gamma^p_x(\gamma^q_v\gamma^y_w-\gamma^q_w\gamma^y_v)=-a$. The $\gamma\gamma\times\lambda$ part is $\gamma^q_x\lambda^{py}_{vw}-\gamma^p_x\lambda^{qy}_{vw}=-b$. The $\lambda\times\gamma\gamma$ part is $\lambda^{pq}_{vx}\gamma^y_w-\lambda^{pq}_{wx}\gamma^y_v=-c$. In (6) these cancel $a$, $b$ and $c$, leaving

$$M_P{}^{pqx}_{vwy}=\eta_{xy}\gamma^{pq}_{vw}-\mathcal A[\gamma^p_v\lambda^{qy}_{wx}]-\lambda^{pqy}_{vwx}-\lambda^{pq}_{ix}(\gamma^{-1})_{ij}\lambda^{jy}_{vw}.\tag{8}$$

The first term is the pair density $\gamma_2$ of the two removed electrons times the room $\eta$ for the added one. The other three carry $x$ and $y$ on cumulants: they describe correlation between the orbital being filled and the electrons being removed. Screening drops them, $M\to\eta_{xy}\gamma^{pq}_{vw}$.

### The tensor $\Phi$

Since $\langle p^\dagger q^\dagger t^\dagger uwv\rangle=\gamma^{pqt}_{vwu}$, one has $\Phi^{\rm ex}=E_0\gamma^{pq}_{vw}-f_{tu}\gamma^{pqt}_{vwu}$. Insert (7) with $y\to t$, $x\to u$. The first term gives $f_{tu}\gamma^t_u\gamma^{pq}_{vw}=E_0\gamma^{pq}_{vw}$ and cancels. With $G=\gamma f\gamma$, group $a$ gives $G_{pw}\gamma_{qv}-G_{pv}\gamma_{qw}-G_{qw}\gamma_{pv}+G_{qv}\gamma_{pw}=-\mathcal A[G_{pv}\gamma_{qw}]$. Group $b$ gives $(\gamma f)_{pt}\lambda^{qt}_{vw}-(\gamma f)_{qt}\lambda^{pt}_{vw}$, and $\lambda^{qt}_{vw}=-\lambda^{tq}_{vw}$. Group $c$ gives $(f\gamma)_{uv}\lambda^{pq}_{wu}-(f\gamma)_{uw}\lambda^{pq}_{vu}$, and $\lambda^{pq}_{wu}=-\lambda^{pq}_{uw}$. With $L_{qw}=f_{tu}\lambda^{qt}_{wu}$ and the overall minus sign,

$$\Phi^{\rm ex}{}^{pq}_{vw}=\Phi^{pq}_{vw}-f_{tu}\lambda^{pqt}_{vwu},\tag{9}$$

$$\Phi^{pq}_{vw}=\mathcal A[G_{pv}\gamma_{qw}-\gamma_{pv}L_{qw}]+(\gamma f)_{pt}\lambda^{tq}_{vw}+(\gamma f)_{qt}\lambda^{pt}_{vw}+\lambda^{pq}_{uw}(f\gamma)_{uv}+\lambda^{pq}_{vu}(f\gamma)_{uw}.\tag{10}$$

$\Phi^{\rm ex}$ is the Fock energy lost on removing a pair, weighted by the pair density. It has no index $x$ or $y$, so screening leaves it alone; the cumulant approximation replaces it by $\Phi$.

### The tensor $N$

Define $|n_{vwy}\rangle=(y^\dagger wv-\gamma_{yw}v+\gamma_{yv}w)|0\rangle$. The added terms lie in the space that $Q$ removes, so $Qy^\dagger wv|0\rangle=Q|n\rangle$. The overlap is $\langle j^\dagger|n_{vwy}\rangle=\gamma^{jy}_{vw}-\gamma_{yw}\gamma_{jv}+\gamma_{yv}\gamma_{jw}=\lambda^{jy}_{vw}$, hence

$$Q\,y^\dagger wv|0\rangle=|n_{vwy}\rangle-i|0\rangle(\gamma^{-1})_{ij}\lambda^{jy}_{vw}.\tag{11}$$

Every contribution of the last term to $N$ has $y$ (or, in the bra, $x$) on a cumulant and is screened out. What remains is $\langle n_{pqx}|F_o-E_0|n_{vwy}\rangle$.

Its leading piece is the bare element. Using $xt^\dagger=\delta_{xt}-t^\dagger x$ and $uy^\dagger=\delta_{uy}-y^\dagger u$, and then $xy^\dagger=\delta_{xy}-y^\dagger x$ in the last product,

$$xt^\dagger uy^\dagger=\delta_{xt}\delta_{uy}-\delta_{xt}y^\dagger u-\delta_{uy}t^\dagger x+\delta_{xy}t^\dagger u-t^\dagger y^\dagger xu,$$

$$\langle p^\dagger q^\dagger x(F_o-E_0)y^\dagger wv\rangle=f_{xy}\gamma^{pq}_{vw}-f_{xu}\gamma^{pqy}_{vwu}-f_{ty}\gamma^{pqt}_{vwx}-\delta_{xy}\Phi^{\rm ex}{}^{pq}_{vw}-f_{tu}\gamma^{pqty}_{vwux}+E_0\gamma^{pqy}_{vwx}.\tag{12}$$

The subtractions in $\langle n|$ delete the terms of the cumulant expansion that contain $\gamma^p_x$ or $\gamma^q_x$. To see this, take $\langle p^\dagger q^\dagger xZ\rangle$ with $Z$ a string of $k$ creators followed by annihilators. Moving $x$ past the creators gives Kronecker terms and $(-1)^k$ times a density matrix. In the recursion about $x$, the block $\gamma^q_x$ multiplies the complete density matrix of the rest, with the sign $(-1)^k$ of moving $x$ back next to $q^\dagger$. The terms with these blocks therefore sum to $\gamma^q_x\langle p^\dagger Z\rangle-\gamma^p_x\langle q^\dagger Z\rangle$, which is what the bra subtracts, and any $Z$ is a sum of such strings. The transposed argument holds term by term for $\gamma^y_w$ and $\gamma^y_v$ in the ket. So $\langle n|F_o-E_0|n\rangle$ consists of those terms of (12) that contain none of the four blocks.

After screening, a lower $x$ can then sit in a size-one block with $t$ or $y$, and an upper $y$ with $u$ or $x$. The second term of (12) keeps $-f_{xu}\gamma^y_u\gamma_2=-(f\gamma)_{xy}\gamma_2$, the third keeps $-(\gamma f)_{xy}\gamma_2$, the sixth keeps $E_0\gamma_{xy}\gamma_2$. In $\gamma_4$, pairing $y$ with $x$ gives $\gamma^y_x\gamma^{pqt}_{vwu}$; pairing $y$ with $u$ forces $x$ onto $t$ and gives $-\gamma^t_x\gamma^y_u\gamma^{pq}_{vw}$, with the sign of one transposition. The fifth and sixth terms thus give $(\gamma f\gamma)_{xy}\gamma_2+\gamma_{xy}(E_0\gamma_2-f_{tu}\gamma^{pqt}_{vwu})=(\gamma f\gamma)_{xy}\gamma_2+\gamma_{xy}\Phi^{\rm ex}$. Since $f-f\gamma-\gamma f+\gamma f\gamma=\eta f\eta$ on the OBS,

$$N^{pqx}_{vwy}\to(\eta f\eta)_{xy}\gamma^{pq}_{vw}-\eta_{xy}\Phi^{\rm ex}{}^{pq}_{vw}.\tag{13}$$

The cumulant $\lambda_4$ carries both $x$ and $y$, and so does $\lambda_3$ in (8); screening already removes them. The one higher cumulant that survives screening is the $\lambda_3$ of (9).

### Assembly

Let $\bar R$ be $R$ with its OBS–OBS block set to zero. The matrix $\eta$ is block diagonal and equals the identity on the CABS. In $V$ of (1) the $AB$ block gives the first term of (4), and the two mixed blocks give $2\cdot\tfrac18R_{Ax}\eta_{xy}\bar g^{Ay}\gamma_2$, the screened second term. The $\Phi$ term of (1) splits the same way into the second term of (5) and the $\eta\Phi$ part of (13). In the first term of $B$, $\kappa\mu=AC$ gives the first and fourth terms of (5) according to whether $\lambda\nu$ lie in the CABS or the OBS; $\kappa\mu=xy$ forces $\lambda=\nu$ into the CABS and gives the $\eta f\eta$ part of (13); $\kappa\mu=By$ gives $\tfrac14R_{BA}(f\eta)_{By}R_{yA}=\tfrac14R_{AB}f_{Bx}\eta_{xy}R_{Ay}$, and with its transpose the third term. This establishes (1).

## Second half: derivation by generalized normal order, comparison and example

The symbols are those of the first half: $p,\dots,y,i,j$ label the OBS, $A,B,C$ the CABS, Greek letters both; $\gamma$, $\gamma_2$ and $\lambda_n$ are the density matrices and cumulants of $|0\rangle$, $\eta=1-\gamma$, $f$ is the Fock matrix, and $\bar R$ is the geminal tensor without its OBS–OBS block. Taken over are the functional $E_2=2V+B$ of (2), the trial state (3), the block forms (4) and (5), the tensor $M_P$ of (8), $\Phi^{\rm ex}=-\langle p^\dagger q^\dagger(F_o-E_0)wv\rangle=\Phi-f_{tu}\lambda^{pqt}_{vwu}$ of (9) and (10), the states $|n\rangle$ of (11), and the vanishing of cumulants on empty and full orbitals. The result to be reached again is (1).

This part has derived (1) from the Hylleraas functional with density matrices, using screening and the neglect of the three-particle cumulant in $\Phi$. What remains is to reach (1) again by generalized normal order, compare what the two derivations assume, and examine the determinant limit and the boron atom.
